# Bright state and magic angle of a linear Frenkel aggregate: a numerical check

```python
"""Linear Frenkel aggregate: N parallel transition dipoles d, spacing a, angle theta.
Result under test (nearest neighbours, one excitation, site energy E0):
  J = J0 (1 - 3 cos^2 theta),  J0 = d^2 / (4 pi eps0 a^3)
  bright-state shift      = 2 J cos(pi/(N+1))
  share of dipole strength = 2/(N(N+1)) cot^2(pi/(2(N+1)))  ->  8/pi^2
  the shift changes sign at theta = arccos(1/sqrt(3)), also with all pairs coupled.
Matrices below are in units of J0 and lengths in units of a unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import zeta


def angular_factor(theta):
    return 1 - 3 * np.cos(theta) ** 2


def shift_formula(N, J):
    return 2 * J * np.cos(np.pi / (N + 1))


def strength_formula(N, k):
    if k % 2 == 0:
        return 0.0
    return 2 / (N + 1) / np.tan(np.pi * k / (2 * (N + 1))) ** 2


def four_charge_coupling(theta, length):
    """Coulomb energy of two charge pairs of unit dipole moment, distance 1."""
    u = np.array([np.cos(theta), np.sin(theta)])
    centre = np.array([1.0, 0.0])
    energy = 0.0
    for s1 in (1, -1):
        for s2 in (1, -1):
            separation = centre + (s2 - s1) * length * u / 2
            energy += s1 * s2 / np.linalg.norm(separation)
    return energy / length ** 2


def coupling_matrix(N, theta, all_pairs):
    """Dipole-dipole interaction from vectors, pair by pair."""
    u = np.array([np.cos(theta), np.sin(theta)])
    V = np.zeros((N, N))
    for n in range(N):
        for m in range(n + 1, N):
            if all_pairs or m == n + 1:
                r = np.array([float(m - n), 0.0])
                R = np.linalg.norm(r)
                V[n, m] = V[m, n] = u @ u / R**3 - 3 * (u @ r)**2 / R**5
    return V


def spectrum(V):
    """Energies (ascending) and dipole strengths in units of one molecule."""
    energies, vectors = np.linalg.eigh(V)
    return energies, vectors.sum(axis=0) ** 2


def bright(V):
    energies, strengths = spectrum(V)
    i = int(np.argmax(strengths))
    return i, energies[i], strengths[i] / len(energies)


# Point-dipole coupling against an explicit sum over four charges
for deg in (0, 20, 45, 54.7356, 70, 90):
    t = np.radians(deg)
    assert abs(four_charge_coupling(t, 0.01) - angular_factor(t)) < 5e-4

# Energies and strengths of every state, both signs of J, even and odd N
for N in (2, 3, 9, 10, 25):
    for deg in (30, 90):
        t = np.radians(deg)
        J = angular_factor(t)
        energies, strengths = spectrum(coupling_matrix(N, t, False))
        ks = np.arange(1, N + 1)
        if J > 0:
            ks = ks[::-1]
        assert np.allclose(energies, 2 * J * np.cos(np.pi * ks / (N + 1)),
                           atol=1e-11)
        assert np.allclose(strengths, [strength_formula(N, k) for k in ks],
                           atol=1e-9)
        assert abs(strengths.sum() - N) < 1e-10
        i, shift, share = bright(coupling_matrix(N, t, False))
        assert i == (0 if J < 0 else N - 1)
        assert abs(shift - shift_formula(N, J)) < 1e-11

# Large-N limit of the share, from a numerical eigenvector
N_big = 2000
_, vec = eigh_tridiagonal(np.zeros(N_big), np.ones(N_big - 1), select='i',
                          select_range=(N_big - 1, N_big - 1))
share_big = vec[:, 0].sum() ** 2 / N_big
assert abs(share_big - 8 / np.pi ** 2) < 1 / N_big

# Angle at which the bright state of the fully coupled chain is unshifted
magic = np.degrees(np.arccos(1 / np.sqrt(3)))
magic_numeric = np.degrees(brentq(
    lambda t: bright(coupling_matrix(10, t, True))[1],
    np.radians(30), np.radians(80), xtol=1e-13))
assert abs(magic_numeric - magic) < 1e-6
assert np.abs(coupling_matrix(10, np.radians(magic), True)).max() < 1e-12

# All pairs: same sign rule, share independent of angle, infinite-chain limit
iJ, shift_all_J, share_all_J = bright(coupling_matrix(10, np.radians(30), True))
iH, shift_all_H, share_all_H = bright(coupling_matrix(10, np.radians(90), True))
assert iJ == 0 and iH == 9 and shift_all_J < 0 < shift_all_H
assert abs(share_all_J - share_all_H) < 1e-10
shift_long = bright(coupling_matrix(500, np.pi / 2, True))[1]
assert abs(shift_long - 2 * zeta(3)) < 2e-3

# Zero of the neighbour coupling for extended dipoles, length = a/2
magic_extended = np.degrees(brentq(lambda t: four_charge_coupling(t, 0.5),
                                   np.radians(30), np.radians(80)))
assert magic_extended < magic - 1

# Worked example
N, d_debye, a_nm, E0 = 10, 10.0, 1.0, 2.0
d = d_debye * 1e-21 / const.c
J0 = d**2 / (4 * np.pi * const.epsilon_0 * (a_nm * 1e-9)**3) / const.e
hc = const.h * const.c / const.e * 1e9
print(f"Molecules N = {N}, dipole d = {d_debye:.1f} debye = {d:.4e} C m")
print(f"Spacing a = {a_nm:.1f} nm, site energy E0 = {E0:.3f} eV")
print(f"Coupling scale J0 = {1e3 * J0:.2f} meV")
print(f"cos(pi/(N+1)) = {np.cos(np.pi / (N + 1)):.5f}")
print(f"Magic angle, formula = {magic:.4f} deg")
print(f"Magic angle, all-pair numerical search = {magic_numeric:.4f} deg")
print(f"Zero-coupling angle, dipole length a/2 = {magic_extended:.2f} deg")
print("Nearest-neighbour table: angle, 1-3cos^2, J, bright shift")
for deg in (0, 30, 50, 60, 90):
    g = angular_factor(np.radians(deg))
    print(f"  {deg:2d} deg  {g:8.4f}  {1e3 * J0 * g:8.2f} meV"
          f"  {1e3 * shift_formula(N, J0 * g):8.2f} meV")
print(f"Monomer band = {E0:.4f} eV = {hc / E0:.1f} nm")
S1 = strength_formula(N, 1) / N
for name, deg, shift_all in (("J", 30, shift_all_J), ("H", 90, shift_all_H)):
    t = np.radians(deg)
    J = J0 * angular_factor(t)
    shift = shift_formula(N, J)
    energies, strengths = spectrum(J0 * coupling_matrix(N, t, False))
    osc = (E0 + energies) * strengths
    osc_share = osc.max() / osc.sum()
    factor = (E0 + shift) / (E0 + 2 * J * (N - 1) / N)
    assert abs(osc_share - S1 * factor) < 1e-10
    print(f"{name} case, {deg} deg: bright band = {E0 + shift:.4f} eV"
          f" = {hc / (E0 + shift):.1f} nm")
    print(f"  energy factor = {factor:.5f}, oscillator-strength share"
          f" = {osc_share:.4f}")
    print(f"  all-pair bright shift = {1e3 * J0 * shift_all:.2f} meV")
print(f"All-pair share of dipole strength, N = 10: {share_all_J:.4f}")
print("Dipole strength F_k (one molecule = 1) and share, N = 10:")
for k in range(1, N + 1, 2):
    F = strength_formula(N, k)
    print(f"  k = {k}: F = {F:.4f}, share = {F / N:.4f}")
print("Bright-state share of dipole strength for several N:")
for M in (2, 3, 5, 10, 20, 100):
    print(f"  N = {M:3d}: {strength_formula(M, 1) / M:.4f}")
print(f"Numerical share at N = {N_big}: {share_big:.4f}")
print(f"Limit 8/pi^2 = {8 / np.pi**2:.4f}")
print(f"H case, share of lowest level, N = 9: {strength_formula(9, 9) / 9:.2e}")
print(f"All-pair shift/J at N = 500: {shift_long:.4f}")
print(f"Infinite-chain limit 2 zeta(3) = {2 * zeta(3):.4f}")
print("PASS")
```

Running it gives:

```
Molecules N = 10, dipole d = 10.0 debye = 3.3356e-29 C m
Spacing a = 1.0 nm, site energy E0 = 2.000 eV
Coupling scale J0 = 62.42 meV
cos(pi/(N+1)) = 0.95949
Magic angle, formula = 54.7356 deg
Magic angle, all-pair numerical search = 54.7356 deg
Zero-coupling angle, dipole length a/2 = 50.89 deg
Nearest-neighbour table: angle, 1-3cos^2, J, bright shift
   0 deg   -2.0000   -124.83 meV   -239.55 meV
  30 deg   -1.2500    -78.02 meV   -149.72 meV
  50 deg   -0.2395    -14.95 meV    -28.69 meV
  60 deg    0.2500     15.60 meV     29.94 meV
  90 deg    1.0000     62.42 meV    119.77 meV
Monomer band = 2.0000 eV = 619.9 nm
J case, 30 deg: bright band = 1.8503 eV = 670.1 nm
  energy factor = 0.99501, oscillator-strength share = 0.8751
  all-pair bright shift = -172.72 meV
H case, 90 deg: bright band = 2.1198 eV = 584.9 nm
  energy factor = 1.00352, oscillator-strength share = 0.8826
  all-pair bright shift = 138.18 meV
All-pair share of dipole strength, N = 10: 0.9043
Dipole strength F_k (one molecule = 1) and share, N = 10:
  k = 1: F = 8.7953, share = 0.8795
  k = 3: F = 0.8718, share = 0.0872
  k = 5: F = 0.2422, share = 0.0242
  k = 7: F = 0.0751, share = 0.0075
  k = 9: F = 0.0157, share = 0.0016
Bright-state share of dipole strength for several N:
  N =   2: 1.0000
  N =   3: 0.9714
  N =   5: 0.9285
  N =  10: 0.8795
  N =  20: 0.8479
  N = 100: 0.8185
Numerical share at N = 2000: 0.8110
Limit 8/pi^2 = 0.8106
H case, share of lowest level, N = 9: 5.57e-04
All-pair shift/J at N = 500: 2.4039
Infinite-chain limit 2 zeta(3) = 2.4041
PASS
```
